The Self-Energy of a Semi-Infinite Harmonic Chain and Its Phonon Broadening

**Problem**

Equal masses m stand a distance a apart on a line, and neighbours are joined by springs of constant K. Atoms 1, 2, 3, … form a lead that runs to infinity on the right. Atom 0 is the last atom of a device on the left, and the spring between atoms 0 and 1 also has constant K. Displacements are along the line and small enough for the springs to be linear.

(a) Find the retarded self-energy Σ(ω) that represents the lead in the equation of motion of atom 0.

(b) Show that, for frequencies inside the phonon band of the lead, the broadening Γ = i(Σ − Σ*) equals 2mωv/a, where v is the group velocity.

Conventions: all motion has the time factor exp(−iωt). The force-constant matrix Φ gives the force −Φu, so a chain atom with a spring on each side has the diagonal element 2K, and neighbours are coupled by −K. The Green function is defined by (mω² − Φ)G = 1, with ω given a small positive imaginary part. The device keeps the full diagonal element 2K of atom 0. With these choices Σ and Γ are force constants, in N/m.

**A tempting solution**

Cut the spring between atoms 0 and 1. The lead is then a chain with a free end. Its first atom has one spring, so its diagonal element is K. The coupling between device and lead is −K, and the self-energy is the coupling squared times the Green function of the lead at its end:

Σ_try = K² g_free.

To find g_free, put a unit source on atom 1 and let a wave run away to the right, u_n = u₁ exp[i(n − 1)θ], with θ = qa between 0 and π. The row of atom 1 reads

(mω² − K)u₁ + K u₁ exp(iθ) = 1.

An interior atom obeys mω² = 2K − K exp(iθ) − K exp(−iθ). Inserting this, the terms in exp(iθ) cancel:

u₁ [K − K exp(−iθ)] = 1, so g_free = 1/{K[1 − exp(−iθ)]}.

Since 1 − exp(−iθ) = 2i sin(θ/2) exp(−iθ/2), the self-energy becomes

Σ_try = K exp(iθ/2)/[2i sin(θ/2)] = K/2 − (iK/2) cot(θ/2),

and the broadening is

Γ_try = K cot(θ/2).

This is positive inside the band and vanishes at its top, θ = π, as a broadening should. Yet it is not the expression in part (b). One would have to conclude that the claimed equality is false.

**Where the fault lies**

The Green function g_free is correct for a chain with a free end. The error is to use it in Σ = K²g.

A spring between two atoms stores the energy K(u₁ − u₀)²/2. Written out, this is

K u₀²/2 + K u₁²/2 − K u₀u₁.

The spring therefore contributes three things to Φ: +K on the diagonal of atom 0, +K on the diagonal of atom 1, and −K between them. The attempt removed all three when it cut the spring, but restored only two when it joined the parts again: the coupling −K, and the diagonal term of atom 0, which the device keeps. The term on atom 1 was lost.

Two symptoms show that this matters. First, let ω → 0, so that θ → 0. Then cot(θ/2) grows without bound and so does Σ_try. But if the device and the lead are shifted together by the same distance, no spring is stretched and no force can appear. For atom 0, with its left neighbour displaced equally, the static force is −2Ku + Ku − Σ(0)u. It vanishes only if Σ(0) = −K, which Σ_try does not satisfy.

Second, take a perfect infinite chain and treat atom 0 as the device, with the same self-energy from each side. Its transmission is T = Γ²|G|², with G = 1/(mω² − 2K − 2Σ). At the frequency where mω² = K, we have cos θ = 1/2, θ = π/3 and cot(θ/2) = √3. Hence 2Σ_try = K − i√3K, and

T_try = 3K²/[(K − 2K − K)² + 3K²] = 3/7.

A chain without any defect would reflect more than half of the wave.

**Part (a): the self-energy**

Eliminate the lead from the equations of the joined system. Let f be an external force on the device. Newton's law −mω²u = −Φu + f becomes (mω² − Φ)u = −f. No external force acts on the lead, so its rows give

(mω² − Φ_LL)u_L = Φ_LD u_D.

Here L and D label lead and device. The right side has one non-zero entry, −Ku₀, in the row of atom 1. With g the (1,1) element of (mω² − Φ_LL)⁻¹,

u₁ = −K g u₀.

The row of atom 0 contains the term +Ku₁ = −K²g u₀. The lead therefore subtracts K²g from the diagonal of mω² − Φ_DD, which gives

Σ = K² g.

This is the formula used before, but Φ_LL is now identified: it is the lead block of the joined matrix, and its first diagonal element is 2K. It describes a lead whose end atom is tied by the contact spring to a fixed wall.

Apply the same elimination inside the lead. Keep atom 1 and eliminate atoms 2, 3, …. In the row of atom 2, too, the diagonal element is 2K, so the remainder is an identical lead with the same end element g. Therefore

g = 1/(mω² − 2K − K²g).

Replace K²g by Σ and multiply out:

Σ(mω² − 2K − Σ) = K²,

Σ² − (mω² − 2K)Σ + K² = 0.

For a wave exp(iqna) in the interior of the lead,

mω² = 2K(1 − cos qa).

Real q gives the band 0 < ω < ω_max, with ω_max = 2√(K/m). In the band mω² − 2K = −2K cos qa, and the quadratic becomes

Σ² + 2K cos(qa) Σ + K² = 0.

Its roots are

Σ = −K cos qa ± √(K² cos² qa − K²) = −K exp(±iqa).

The small imaginary part of the frequency decides between them. From u₁ = −Kgu₀ and Σ = K²g,

u₁/u₀ = −Σ/K = exp(±iqa).

Replace ω by ω + iη, with η > 0. The drive then grows slowly in time, and a wave found further out left the device earlier, when the drive was weaker. The amplitude must fall with distance, so |u₁/u₀| < 1. To first order, let qa become qa + iδ. The change of mω² is 2imωη, and that of 2K(1 − cos qa) is 2iKδ sin qa. Hence

δ = mωη/(K sin qa),

which is positive for 0 < qa < π. The modulus of exp(+iqa) becomes exp(−δ) < 1, while that of exp(−iqa) becomes exp(+δ) > 1. The retarded solution is

Σ(ω) = −K exp(iqa), 0 < qa < π.

The free-end result can be repaired to give the same answer. Restoring the missing K on atom 1 changes 1/g_free into

1/g = 1/g_free − K = K − K exp(−iqa) − K = −K exp(−iqa),

and so K²g = −K exp(iqa).

**Part (b): the broadening**

Since Σ − Σ* = 2i Im Σ,

Γ = i(Σ − Σ*) = −2 Im Σ = 2K sin qa.

Differentiate the dispersion relation with respect to q, using v = dω/dq:

2mωv = 2Ka sin qa.

Divide by a. The right side is then Γ, which proves

Γ = 2mωv/a.

The range 0 < qa < π makes v positive, as it must be for energy to leave the device. If the matrix is mass-weighted, so that the equation starts from ω² instead of mω², both Σ and Γ are divided by m and the relation reads 2ωv/a.

The size of the earlier error now follows. With sin qa = 2 sin(qa/2) cos(qa/2) and mω² = 4K sin²(qa/2),

Γ_try/Γ = K cot(qa/2)/(2K sin qa) = 1/[4 sin²(qa/2)] = K/(mω²).

The two broadenings agree at mω² = K. Even there the real parts differ: the correct one is −K/2 and the tentative one +K/2. This is why the transmission of 3/7 was wrong at a frequency where Γ_try was right.

**Why the velocity appears**

Let atom 0 move with amplitude A. The right-hand spring pulls on it with the force K(u₁ − u₀) = −(K + Σ)u₀. The mean power that atom 0 delivers to the lead is minus the mean of this force times the velocity of the atom. The part in phase with the displacement does no net work, which leaves

P = −(ω/2) Im Σ A² = ωΓA²/4.

The wave in the lead has the same amplitude A at every atom. The mean kinetic energy per atom is mω²A²/4. The mean spring energy per atom is

(K/4)|exp(iqa) − 1|² A² = (K/4)(2 − 2 cos qa)A² = mω²A²/4.

The total is E = mω²A²/2 per atom. Dividing the power by it and using part (b),

P/E = Γ/(2mω) = v/a.

The lead removes the energy of one atom in the time a/v that the wave needs to cross one spacing. Newton's equations, integrated in time for a long chain with K = m = a = 1, A = 1 and ω = 1.2, gave a mean power of 0.5760 and an energy of 0.7199 per atom. The ratio is 0.8001, against v = 0.8000.

**Limits, and transmission**

Because K cos qa = K − mω²/2, the self-energy in the band can also be written

Σ = −K + mω²/2 − iΓ/2, with Γ = mω√(ω_max² − ω²).

The square root follows from 4K² sin² qa = 4K² − (2K − mω²)² = mω²(4K − mω²).

For ω → 0 this becomes Σ ≈ −K − iω√(Km). The first term cancels the contact spring's contribution to the diagonal of atom 0, because a slowly moved lead follows the device, as the shift argument required. The second is a dashpot: a friction force −c du/dt = iωcu enters the equation of motion as a self-energy −iωc, so here c = √(Km).

At the top of the band v → 0 and Γ → 0. Above it, set qa = π + iκa with κ > 0, so that mω² = 2K(1 + cosh κa). The decaying root is

Σ = K exp(−κa).

It is real, so Γ = 0. The lead still shifts the frequencies of the device, but carries no steady energy away.

For the perfect chain, the correct self-energy gives

mω² − 2K − 2Σ = −2K cos qa + 2K exp(iqa) = 2iK sin qa = iΓ.

Thus |G|² = 1/Γ² and T = 1 throughout the band. If atom 0 has a different mass M, the denominator gains (M − m)ω², and

T = Γ²/[Γ² + (M − m)²ω⁴].

With K = m = 1, M = 2 and ω = 1.2, Γ² = ω²(4 − ω²) = 3.686 and ω⁴ = 2.074, so T = 0.640. Matching incident, reflected and transmitted waves at the heavy atom gave the same value.

**When the contact spring differs from K**

Let the contact spring be k. The end atom of the lead then has the diagonal element K + k, and the coupling is −k. The rest of the lead still contributes −K exp(iqa), so

Σ_k = k²/[mω² − K − k + K exp(iqa)] = k²/[K − k − K exp(−iqa)].

The denominator has the imaginary part K sin qa and the squared modulus

(K − k)² + K² − 2K(K − k) cos qa = k² + (K − k)mω²,

where 2K cos qa = 2K − mω² was used. Taking −2 Im Σ_k gives

Γ_k = (2mωv/a) · k²/[k² + (K − k)mω²].

The equality of part (b) thus requires k = K. It is recovered for any k > 0 at long wavelength, where mω²|K − k| ≪ k². The diagonal element of atom 0 must also be changed, to K + k.

**Numbers for zirconium planes**

Consider longitudinal waves along the hexagonal axis of zirconium with no in-plane wavevector. Each atomic plane moves rigidly. Each is also a mirror plane of the crystal, so the springs to the planes above and below are equal. If springs to more distant planes are neglected, the stack reduces to the chain treated here, with m the mass of one atom and K a constant per atom. We take m = 91.22 u = 1.515 × 10⁻²⁵ kg and the rough values a = 0.26 nm and K = 40 N/m. The top of the band is then at 5.17 THz.

At 3 THz, ω = 18.85 rad/ps and mω² = 53.82 N/m. Then

cos qa = 1 − 53.82/80 = 0.327, sin qa = 0.945,

Γ = 2K sin qa = 80 × 0.945 = 75.6 N/m, or 472 eV/nm².

The group velocity is 3442 m/s, and the other side of the equality is

2mωv/a = 2 × (1.515 × 10⁻²⁵ kg)(1.885 × 10¹³ s⁻¹)(3442 m/s)/(2.6 × 10⁻¹⁰ m) = 75.6 N/m.

The free-end attempt would have given 75.6 × 40/53.82 = 56.2 N/m here. At 1 THz, where mω² is nine times smaller, it would have given 203 N/m instead of 30.3 N/m.

The rate v/a is 13.2 per ps. This is not small compared with ω, so it is the ratio of power to energy per atom, not the decay rate of a sharp resonance.

From 3 to 4 THz the velocity falls from 3442 to 2679 m/s, yet Γ rises from 75.6 to 78.4 N/m, because Γ depends on the product ωv. Its maximum, 2K = 80 N/m, lies at ω_max/√2, or 3.66 THz. At 5 THz the slow wave wins and Γ is 39.6 N/m. At 6 THz, above the band, Σ = 13.1 N/m and Γ = 0.

**How far the model can be trusted**

A band top of about 5 THz is of the right order for this metal, but K was chosen, not calculated. It gives a long-wave sound velocity of 4225 m/s, whereas the elastic constant of zirconium along this axis, about 165 GPa, implies roughly 5000 m/s. The velocities quoted at low frequency are therefore about a sixth too small for the real metal, and so is the dashpot constant felt by a device that moves rigidly. What this means for Γ on the last plane depends on the cause. A nearest-plane spring fitted to the elastic constant, 58 N/m, would close the gap in Γ but put the band top at 6.2 THz. If a second-neighbour spring of about 0.11K supplies the missing stiffness instead, the broadening on the last plane alone changes by only about 1 %. The following changes are at a fixed 3 THz and rest on assumed, rough magnitudes. A spring of 0.1K to the second-neighbour planes, with K unchanged, raises v by about 11 %. The lead then couples to the device through more than one plane, Σ becomes a matrix, and the scalar formula for Γ no longer applies. Softening K by 5 %, as heating might, lowers Γ by about 4 %. An extra restoring constant of 10 N/m on each atom lowers Γ by about 6 %, but this only probes the scalar chain and does not describe an oblique wave. Such a wave mixes motion along the axis with motion in the plane, so Σ becomes a 3 × 3 matrix. In a hexagonal stack with equal central springs between nearest neighbours, the axial element of Γ stays within about 1 % of its value up to a fifth of the way to the in-plane zone boundary; further out it rises or falls to zero, depending on the direction and size of the in-plane wavevector. A phonon linewidth of 0.05 THz gives a mean free path of 11 nm, or 42 spacings, so a wave crosses many planes before it is scattered. Its effect on Γ is small and depends on how the loss is modelled: friction of each atom against a fixed frame lowers Γ by about 1 %, while the same loss placed in the springs, the contact spring included, leaves it almost unchanged. At 300 K, ħω/(k_BT) = 0.48; this sets how strongly the mode is occupied, but does not enter Γ in a harmonic lead.

A real junction between two materials need not have k = K, and this can matter far more. With k = K/2 the factor found above is 0.27 at 3 THz, and Γ drops to 20.5 N/m. At 0.2 THz the same contact gives a factor of 0.99. The numerical output below lists these values.

Calculated quantities

```
TESTS (reduced units K = m = a = 1)
largest error of Sigma formula: 1.9e-07
largest relative error of Gamma = 2 m omega v/a: 2.6e-06
driven chain, omega = 1.2: power 0.5760, omega Gamma/4 = 0.5760
driven chain: energy per atom 0.7199, power/energy 0.8001, v 0.8000
transmission at omega = 1.2: perfect chain 1.0000, one doubled mass 0.6400
EXAMPLE: zirconium planes, rough K and a
mass m = 91.22 u = 1.5147e-25 kg
K = 40.0 N/m, a = 0.26 nm
sqrt(K/m) = 16.250 rad/ps
band top = 5.173 THz
sound velocity a sqrt(K/m) = 4225 m/s
f THz | qa rad | v m/s | Re Sigma, Im Sigma N/m | Gamma chain, 2 m omega v/a N/m
1.0 | 0.3891 | 4145 | -37.01, -15.17 | 30.35, 30.35
2.0 | 0.7940 | 3896 | -28.04, -28.53 | 57.05, 57.05
3.0 | 1.2374 | 3442 | -13.09, -37.80 | 75.59, 75.59
4.0 | 1.7681 | 2679 | 7.84, -39.22 | 78.45, 78.45
5.0 | 2.6234 | 1082 | 34.75, -19.81 | 39.62, 39.62
above the band, 6.0 THz: Sigma = 13.10 N/m, Gamma = 0.00 N/m
AT 3.0 THz
omega = 18.850 rad/ps
m omega^2 = 53.82 N/m, cos qa = 0.3273
Gamma = 75.59 N/m = 471.826 eV/nm^2
escape rate v/a = 13.24 per ps
contact spring K/2: Gamma = 20.48 N/m, factor 0.271
contact spring K/2 at 0.2 THz: factor 0.9882
NEGLECTED EFFECTS AT 3.0 THz (assumed rough sizes)
second-neighbour spring 0.10 K: v = 3808 m/s, change +10.6 %
phonon linewidth 0.05 THz (full width): Gamma = 74.70 N/m, change -1.2 %
mean free path at that linewidth = 11.0 nm = 42 spacings
K softer by 5 %: Gamma = 72.69 N/m, change -3.8 %
oblique wave, extra restoring constant 10 N/m: Gamma = 71.35 N/m, change -5.6 %
hbar omega/(k_B T) at 300 K = 0.480, mode heat capacity = 0.981 k_B
```
